# Can misfit strain energy explain selective etching of silicon-germanium?: a numerical check

```python
# Result under test: a coherent Si(1-x)Ge(x) layer on (001) Si stores
#     w = M e^2 a^3 / 8 per atom,   M = C11 + C12 - 2 C12^2 / C11,
# and, as a driving force only, raises the removal rate at most by
#     S = 1 + (exp(w/kT) - 1) / (1 - exp(-A/kT)).
# e: in-plane strain; a: relaxed cubic lattice constant; C11, C12: elastic
# constants; A: free energy released per atom removed from unstrained solid.
# Independent roads: minimized Keating bond model; explicit rate equations.
import numpy as np
from scipy.constants import k as k_boltzmann, e as e_charge
from scipy.optimize import minimize

# Rough typical material constants: nm and GPa, ordered Si, Ge
LATTICE = np.array([0.5431, 0.5658])
C11 = np.array([166.0, 129.0])
C12 = np.array([64.0, 48.0])
GPA_NM3_TO_EV = 1e-18 / e_charge
x_ge = 0.30
temperature = 300.0
target = 100.0
affinity = 1.0


def mix(pair, x):
    return (1 - x) * pair[0] + x * pair[1]


def biaxial_modulus(x):
    c11, c12 = mix(C11, x), mix(C12, x)
    return c11 + c12 - 2 * c12**2 / c11


def energy_per_atom(x, a_relaxed):
    strain = LATTICE[0] / a_relaxed - 1
    return biaxial_modulus(x) * strain**2 * a_relaxed**3 / 8 * GPA_NM3_TO_EV


def max_ratio(w_over_kt, a_over_kt):
    return 1 + np.expm1(w_over_kt) / -np.expm1(-a_over_kt)


# ---------- Keating bond model of the diamond lattice ----------
def diamond_network(n):
    fcc = np.array([[0, 0, 0], [0, 2, 2], [2, 0, 2], [2, 2, 0]])
    cells = np.array([[i, j, k] for i in range(n) for j in range(n)
                      for k in range(n)]) * 4
    sub_a = (cells[:, None, :] + fcc).reshape(-1, 3)
    sites = np.vstack([sub_a, sub_a + 1])
    index = {tuple(s % (4 * n)): i for i, s in enumerate(sites)}
    star = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
    half = len(sub_a)
    steps = np.array([star if i < half else -star for i in range(2 * half)])
    neighbours = np.array([[index[tuple((s + b) % (4 * n))] for b in bs]
                           for s, bs in zip(sites, steps)])
    return neighbours, steps


def relax(network, species, a_ref, fixed_stretch):
    """Minimum energy per atom (eV) and stretches; None marks a free axis."""
    neighbours, steps = network
    count = len(species)
    bonds0 = steps * a_ref / 4
    stretch_force = (LATTICE * (C11 + 3 * C12) / 4)[species]
    bend_force = (LATTICE * (C11 - C12) / 4)[species]
    a_atom = LATTICE[species]
    length = np.sqrt(3) / 8 * (a_atom[:, None] + a_atom[neighbours])
    alpha = (stretch_force[:, None] + stretch_force[neighbours]) / 2
    beta = (bend_force[:, None] + bend_force[neighbours]) / 2
    p, q = np.triu_indices(4, 1)
    dd = length[:, p] * length[:, q]
    beta_angle = (beta[:, p] + beta[:, q]) / 2
    free = np.array([s is None for s in fixed_stretch])
    base = np.array([1.0 if s is None else s for s in fixed_stretch])
    scale = 0.2 * np.sqrt(count)
    diagonal = np.arange(4)

    def stretches(v):
        return base + free * v[-3:] / scale

    def objective(v):
        shift = v[:-3].reshape(count, 3)
        lam = stretches(v)
        plain = bonds0 + shift[neighbours] - shift[:, None, :]
        r = plain * lam
        dev_bond = (r**2).sum(axis=2) - length**2
        dev_angle = (r[:, p] * r[:, q]).sum(axis=2) + dd / 3
        # each bond is seen from both of its ends, hence 3/16 here
        energy = (3 * alpha / (16 * length**2) * dev_bond**2).sum()
        energy += (3 * beta_angle / (8 * dd) * dev_angle**2).sum()
        weights = np.zeros((count, 4, 4))
        weights[:, diagonal, diagonal] = 3 * alpha / (4 * length**2) * dev_bond
        bend = 3 * beta_angle / (4 * dd) * dev_angle
        weights[:, p, q] = bend
        weights[:, q, p] = bend
        grad_r = weights @ r
        pull = grad_r * lam
        grad = -pull.sum(axis=1)
        for axis in range(3):
            grad[:, axis] += np.bincount(neighbours.ravel(),
                                         pull[:, :, axis].ravel(), count)
        grad_lam = free * (grad_r * plain).sum(axis=(0, 1)) / scale
        return (energy * GPA_NM3_TO_EV,
                np.concatenate([grad.ravel(), grad_lam]) * GPA_NM3_TO_EV)

    found = minimize(objective, np.zeros(3 * count + 3), jac=True,
                     method="L-BFGS-B",
                     options=dict(maxiter=3000, maxfun=6000, maxcor=20,
                                  ftol=1e-15, gtol=1e-6))
    assert np.abs(objective(found.x)[1]).max() < 2e-3
    return found.fun / count, stretches(found.x)


# Pure silicon: symmetric strains cancel the cubic part of the energy
small = 0.003
unit_cell = diamond_network(1)
all_si = np.zeros(8, dtype=int)
film = [relax(unit_cell, all_si, LATTICE[0], (1 + s, 1 + s, None))
        for s in (small, -small)]
edge = [relax(unit_cell, all_si, LATTICE[0], (1 + s, None, None))
        for s in (small, -small)]
atom_volume_si = LATTICE[0]**3 / 8
film_modulus = (film[0][0] + film[1][0]) / 2 / (
    small**2 * atom_volume_si * GPA_NM3_TO_EV)
edge_modulus = (edge[0][0] + edge[1][0]) / (
    small**2 * atom_volume_si * GPA_NM3_TO_EV)
normal_ratio = (film[0][1][2] - film[1][1][2]) / (2 * small)


def young_100(x):
    c11, c12 = mix(C11, x), mix(C12, x)
    return c11 - 2 * c12**2 / (c11 + c12)


assert abs(film_modulus / biaxial_modulus(0) - 1) < 0.01
assert abs(edge_modulus / young_100(0) - 1) < 0.01
assert abs(normal_ratio / (-2 * C12[0] / C11[0]) - 1) < 0.01

# Continuum estimate for the alloy
a_alloy = mix(LATTICE, x_ge)
strain = LATTICE[0] / a_alloy - 1
modulus = biaxial_modulus(x_ge)
stress = modulus * strain
atom_volume = a_alloy**3 / 8
w = energy_per_atom(x_ge, a_alloy)

# Random alloys: relaxed freely, then held to the silicon lattice in plane
network = diamond_network(5)
atoms = len(network[0])
coherent, internal, a_model = [], [], []
for seed in range(3):
    species = np.zeros(atoms, dtype=int)
    chosen = np.random.default_rng(seed).permutation(atoms)
    species[chosen[:round(x_ge * atoms)]] = 1
    e_free, lam_free = relax(network, species, a_alloy, (None, None, None))
    held = LATTICE[0] / a_alloy
    e_held, _ = relax(network, species, a_alloy, (held, held, None))
    coherent.append(e_held - e_free)
    internal.append(e_free)
    a_model.append(a_alloy * lam_free.mean())
w_model, w_internal = np.mean(coherent), np.mean(internal)
a_bond = np.mean(a_model)
w_same_lattice = energy_per_atom(x_ge, a_bond)
# 6 percent allows for linear mixing of moduli and finite strain
assert abs(w_model / w_same_lattice - 1) < 0.06
# Vegard's rule adds a lattice error that enters squared
assert abs(w_model / w - 1) < 0.30


# ---------- explicit steady-state rate equations, energies in kT ----------
def steady_flux(solid, solution, wells, barriers):
    levels = np.concatenate([[solid], wells, [solution]])
    forward = np.exp(levels[:-1] - barriers)
    backward = np.exp(levels[1:] - barriers)
    m = len(wells)
    matrix, source = np.zeros((m, m)), np.zeros(m)
    for i in range(m):
        matrix[i, i] = backward[i] + forward[i + 1]
        if i > 0:
            matrix[i, i - 1] = -forward[i]
        if i < m - 1:
            matrix[i, i + 1] = -backward[i + 1]
    source[0] += forward[0]
    source[-1] += backward[-1]
    population = np.linalg.solve(matrix, source)
    return forward[0] - backward[0] * population[0]


kt = k_boltzmann * temperature / e_charge
rng = np.random.default_rng(11)
for trial in range(200):
    wells = rng.uniform(-2, 2, 4)
    barriers = rng.uniform(3, 7, 5)
    drive = 10**rng.uniform(-2, 1)
    lift = (w / kt, 1.5)[trial % 2]
    plain_flux = steady_flux(0, -drive, wells, barriers)
    released = steady_flux(lift, -drive, wells, barriers) / plain_flux
    bound = max_ratio(lift, drive)
    assert abs(released / bound - 1) < 1e-7
    kept = rng.uniform(0, 1, 5) * lift
    partial = steady_flux(lift, -drive, wells, barriers + kept) / plain_flux
    assert 1 - 1e-7 < partial < bound * (1 + 1e-7)
    # common barrier shift: changes the rate but not the equilibrium point
    lowered = steady_flux(0, -drive, wells, barriers - 2) / plain_flux
    assert abs(lowered / np.exp(2) - 1) < 1e-7
    assert abs(steady_flux(lift, lift, wells, barriers - 2)) < 1e-10

# Consequences for the example
ratio = max_ratio(w / kt, affinity / kt)
needed = kt * np.log(target)
near_affinity = -kt * np.log1p(-np.expm1(w / kt) / (target - 1))
assert abs(steady_flux(w / kt, -near_affinity / kt, wells, barriers)
           / steady_flux(0, -near_affinity / kt, wells, barriers)
           / target - 1) < 1e-5
volume_needed = needed / (abs(stress) * GPA_NM3_TO_EV)
w_edge = young_100(x_ge) * strain**2 / 2 * atom_volume * GPA_NM3_TO_EV
w_ge = energy_per_atom(1.0, LATTICE[1])
warm_kt = k_boltzmann * 340.0 / e_charge
total_model = w_model + w_internal
assert ratio < 2 and np.exp(total_model / kt) < 10
assert np.exp(w_ge / kt) < target

print(f"Si, Ge lattice constants: {LATTICE[0]:.4f}, {LATTICE[1]:.4f} nm")
print(f"Si C11, C12: {C11[0]:.0f}, {C12[0]:.0f} GPa")
print(f"Ge C11, C12: {C11[1]:.0f}, {C12[1]:.0f} GPa")
print(f"Ge fraction: {x_ge:.2f}")
print(f"temperature: {temperature:.0f} K; kT: {1e3*kt:.2f} meV")
print(f"alloy C11, C12: {mix(C11, x_ge):.1f}, {mix(C12, x_ge):.1f} GPa")
print(f"alloy lattice constant (Vegard): {a_alloy:.5f} nm")
print(f"in-plane strain: {100*strain:.3f} percent")
normal = -2 * mix(C12, x_ge) / mix(C11, x_ge) * strain
print(f"normal strain: {100*normal:.3f} percent")
print(f"biaxial modulus: {modulus:.1f} GPa")
print(f"in-plane stress: {stress:.3f} GPa")
print(f"energy density: {1e3*modulus*strain**2:.2f} MJ/m3")
print(f"volume per atom: {atom_volume:.5f} nm3")
print(f"coherency energy w: {1e3*w:.3f} meV/atom")
print(f"coherency energy w: {w*e_charge:.3e} J/atom")
print(f"w/kT: {w/kt:.4f}")
print(f"chosen affinity: {affinity:.2f} eV/atom")
print(f"largest rate ratio from w: {ratio:.4f}")
print(f"energy needed for ratio {target:.0f}: {1e3*needed:.1f} meV")
print(f"needed energy / w (atoms released together): {needed/w:.1f}")
print(f"stress concentration needed: {np.sqrt(needed/w):.2f}")
print(f"affinity at which w gives {target:.0f}: {1e3*near_affinity:.4f} meV")
print(f"activation volume needed: {volume_needed:.5f} nm3")
print(f"same, in atomic volumes: {volume_needed/atom_volume:.3f}")
print(f"Si bond-model biaxial modulus: {film_modulus:.2f} GPa")
print(f"Si formula biaxial modulus: {biaxial_modulus(0):.2f} GPa")
print(f"Si bond-model normal/in-plane strain: {normal_ratio:.4f}")
print(f"Si formula normal/in-plane strain: {-2*C12[0]/C11[0]:.4f}")
print(f"Si bond-model edge modulus: {edge_modulus:.2f} GPa")
print(f"Si formula edge modulus: {young_100(0):.2f} GPa")
print(f"bond-model alloy: {atoms} atoms, {len(coherent)} random samples")
print(f"bond-model alloy lattice constant: {a_bond:.5f} nm")
print(f"bond-model coherency energy: {1e3*w_model:.3f} meV/atom")
print(f"sample spread (max-min): {1e3*np.ptp(coherent):.3f} meV/atom")
print(f"formula at bond-model lattice: {1e3*w_same_lattice:.3f} meV/atom")
print(f"bond-model energy / Vegard estimate: {w_model/w:.3f}")
print(f"internal alloy strain energy: {1e3*w_internal:.3f} meV/atom")
print(f"coherency + internal energy: {1e3*total_model:.3f} meV/atom")
print(f"rate ratio from that sum: {np.exp(total_model/kt):.3f}")
print(f"energy at relaxed sidewall: {1e3*w_edge:.3f} meV/atom")
print(f"rate ratio at relaxed sidewall: {np.exp(w_edge/kt):.4f}")
print(f"rate ratio from w at 340 K: {np.exp(w/warm_kt):.4f}")
print(f"coherent pure Ge energy: {1e3*w_ge:.2f} meV/atom")
print(f"rate ratio for coherent pure Ge: {np.exp(w_ge/kt):.2f}")
print("PASS")
```

Printed output:

```
Si, Ge lattice constants: 0.5431, 0.5658 nm
Si C11, C12: 166, 64 GPa
Ge C11, C12: 129, 48 GPa
Ge fraction: 0.30
temperature: 300 K; kT: 25.85 meV
alloy C11, C12: 154.9, 59.2 GPa
alloy lattice constant (Vegard): 0.54991 nm
in-plane strain: -1.238 percent
normal strain: 0.947 percent
biaxial modulus: 168.8 GPa
in-plane stress: -2.091 GPa
energy density: 25.89 MJ/m3
volume per atom: 0.02079 nm3
coherency energy w: 3.360 meV/atom
coherency energy w: 5.383e-22 J/atom
w/kT: 0.1300
chosen affinity: 1.00 eV/atom
largest rate ratio from w: 1.1388
energy needed for ratio 100: 119.1 meV
needed energy / w (atoms released together): 35.4
stress concentration needed: 5.95
affinity at which w gives 100: 0.0363 meV
activation volume needed: 0.00912 nm3
same, in atomic volumes: 0.439
Si bond-model biaxial modulus: 180.65 GPa
Si formula biaxial modulus: 180.65 GPa
Si bond-model normal/in-plane strain: -0.7711
Si formula normal/in-plane strain: -0.7711
Si bond-model edge modulus: 130.38 GPa
Si formula edge modulus: 130.38 GPa
bond-model alloy: 1000 atoms, 3 random samples
bond-model alloy lattice constant: 0.54963 nm
bond-model coherency energy: 3.047 meV/atom
sample spread (max-min): 0.044 meV/atom
formula at bond-model lattice: 3.091 meV/atom
bond-model energy / Vegard estimate: 0.907
internal alloy strain energy: 3.403 meV/atom
coherency + internal energy: 6.450 meV/atom
rate ratio from that sum: 1.283
energy at relaxed sidewall: 1.215 meV/atom
rate ratio at relaxed sidewall: 1.0481
rate ratio from w at 340 K: 1.1215
coherent pure Ge energy: 32.14 meV/atom
rate ratio for coherent pure Ge: 3.47
PASS
```
